# Spin-3/2 Silicon Vacancy Resonances in a Weak Perpendicular Field

## Three lines, three different shifts

Take a silicon vacancy with spin 3/2 in a magnetic field of 10 mT along its axis, and add 1 mT across the axis. In the model below, its three resonance energies rise by 2.31, 4.63 and 11.59 neV. These shifts stand nearly in the ratio 1 : 2 : 5, although the same small field causes all three. A spin without zero-field splitting would show one common shift. The ratio therefore comes from the competition between the zero-field splitting and the axial field.

## The Hamiltonian and its conventions

The spin operators of an $S=3/2$ centre can be sorted into tensors of rank 0 to 3. Without a magnetic field, time reversal removes the odd ranks. Rank 0 is a constant, and a threefold axis along $z$ reduces rank 2 to a single term in $S_z^2$. An isotropic Zeeman term is added, and nuclear spins are left out:

$$H=D\left(S_z^2-\tfrac54\right)+bS_z+pS_x .$$

The constant $5/4=S(S+1)/3$ makes the first term traceless. In atomic units $\hbar=1$ and the Bohr magneton is $1/2$, so

$$b=\tfrac12 gB_\parallel,\qquad p=\tfrac12 gB_\perp .$$

The $x$ axis is laid along the perpendicular field. This loses nothing, because a rotation about $z$ leaves the other two terms unchanged. I take $b>0$ and $D>0$ when discussing signs.

For $p=0$ the states $|m\rangle$ are eigenstates, with energies

$$E_{\pm3/2}=D\pm\tfrac32b,\qquad E_{\pm1/2}=-D\pm\tfrac12b .$$

The zero-field splitting is therefore $2D$. The differences between neighbouring levels are

$$E_{3/2}-E_{1/2}=b+2D,\quad E_{1/2}-E_{-1/2}=b,\quad E_{-1/2}-E_{-3/2}=b-2D .$$

An oscillating field perpendicular to the axis drives these three transitions, since $S_x$ changes $m$ by one. I call their signed energies $\omega_+$, $\omega_0$ and $\omega_-$. If one is negative, the resonance lies at its absolute value.

## Matrix elements of the perpendicular field

From $S_+|m\rangle=\sqrt{15/4-m(m+1)}\,|m+1\rangle$, the factors for $m=1/2,-1/2,-3/2$ are $\sqrt3$, $2$ and $\sqrt3$. Because $S_x=(S_++S_-)/2$,

$$\langle\tfrac32|S_x|\tfrac12\rangle=\tfrac{\sqrt3}{2},\quad
\langle\tfrac12|S_x|{-\tfrac12}\rangle=1,\quad
\langle-\tfrac12|S_x|{-\tfrac32}\rangle=\tfrac{\sqrt3}{2}.$$

All other elements vanish, apart from the transposes of these three.

## Second-order level shifts

Expand a nondegenerate state as $|n\rangle+p\sum_{k\ne n}c_k|k\rangle+\dots$ and its energy as $E_n+pE_n^{(1)}+p^2E_n^{(2)}+\dots$. The terms of the eigenvalue equation linear in $p$, projected on $\langle n|$, give $E_n^{(1)}=\langle n|S_x|n\rangle=0$. Projected on $\langle k|$, they give

$$E_kc_k+\langle k|S_x|n\rangle=E_nc_k
\quad\Rightarrow\quad
c_k=\frac{\langle k|S_x|n\rangle}{E_n-E_k}.$$

The terms in $p^2$, projected on $\langle n|$, then give

$$E_n^{(2)}=\sum_{k\ne n}\langle n|S_x|k\rangle c_k
=\sum_{k\ne n}\frac{|\langle k|S_x|n\rangle|^2}{E_n-E_k}.$$

Each coupled pair repels: the upper level gains what the lower one loses. With the squared elements $3/4$, $1$, $3/4$,

$$\begin{aligned}
E_{3/2}^{(2)}&=\frac{3}{4(b+2D)},\\
E_{1/2}^{(2)}&=-\frac{3}{4(b+2D)}+\frac1b,\\
E_{-1/2}^{(2)}&=-\frac1b+\frac{3}{4(b-2D)},\\
E_{-3/2}^{(2)}&=-\frac{3}{4(b-2D)}.
\end{aligned}$$

They sum to zero, as they must, because $pS_x$ has no trace.

There is no third-order term. A half turn about $z$ changes $S_x$ into $-S_x$ and keeps $S_z$, so each nondegenerate level is an even function of $p$. The first neglected term is of order $p^4$.

## The resonance energies

Subtracting neighbouring shifts gives

$$\begin{aligned}
\omega_+&=b+2D+p^2\left[\frac{3}{2(b+2D)}-\frac1b\right],\\
\omega_0&=b+p^2\left[\frac2b-\frac{3}{4(b+2D)}-\frac{3}{4(b-2D)}\right],\\
\omega_-&=b-2D+p^2\left[\frac{3}{2(b-2D)}-\frac1b\right].
\end{aligned}$$

Common denominators make the signs visible. In the first bracket the numerator is $3b-2(b+2D)=b-4D$, and in the third it is $3b-2(b-2D)=b+4D$. In the second, the two fractions with $3/4$ add up to $3b/[2(b^2-4D^2)]$, so the numerator is $4(b^2-4D^2)-3b^2=b^2-16D^2$. The shifts at fixed $b$ are therefore

$$\begin{aligned}
\delta\omega_+&=\frac{p^2(b-4D)}{2b(b+2D)},\\
\delta\omega_0&=\frac{p^2(b-4D)(b+4D)}{2b(b-2D)(b+2D)},\\
\delta\omega_-&=\frac{p^2(b+4D)}{2b(b-2D)}.
\end{aligned}$$

For $D=0$ all three become $p^2/(2b)$. This is the first correction in $\sqrt{b^2+p^2}=b+p^2/(2b)+\dots$, the length of the total field.

At $b=4D$ the shifts of $\omega_+$ and $\omega_0$ both vanish in second order. The three upper levels then rise by the same amount, $p^2/(8D)$. The line $\omega_-$ still moves, by $p^2/(2D)$.

## The numbers at 10 mT

The example uses $D=145$ neV and $g=2.00$. The fields give $b=1157.68$ neV and $p=115.77$ neV. Computed with the unrounded values, the three repulsion terms are

$$\frac{3p^2}{4(b+2D)}=6.943,\quad
\frac{p^2}{b}=11.577,\quad
\frac{3p^2}{4(b-2D)}=11.585,$$

all in neV. The line shifts follow as

$$\begin{aligned}
\delta\omega_+&=2(6.943)-11.577=2.31\ \text{neV},\\
\delta\omega_0&=2(11.577)-6.943-11.585=4.63\ \text{neV},\\
\delta\omega_-&=2(11.585)-11.577=11.59\ \text{neV}.
\end{aligned}$$

| Transition | Line, MHz | Shift, MHz |
|---|---:|---:|
| $3/2\leftrightarrow1/2$ | 350.61 | 0.56 |
| $1/2\leftrightarrow-1/2$ | 281.04 | 1.12 |
| $-1/2\leftrightarrow-3/2$ | 212.61 | 2.80 |

The ratio 1 : 2 : 5 is now explained. Here $b/D=7.98$, and at $b=8D$ the formulas give $p^2/(40D)$, $p^2/(20D)$ and $p^2/(8D)$. The same near-coincidence leaves the level $m=-1/2$ almost still: the levels above and below push it by 11.577 and 11.585 neV in opposite directions, and these pushes balance at $b=8D$.

Diagonalizing the full $4\times4$ Hamiltonian gives lines at 1449.996, 1162.321 and 879.165 neV. The second-order values are 1449.986, 1162.302 and 879.269 neV. The largest difference, 0.10 neV, is 0.9 percent of the shift of that line.

## Tilting the sample in a fixed field

So far $b$ was held fixed. If the sample is turned by a small angle $\theta$ in a field of fixed magnitude, the axial component falls as the perpendicular one grows. With $\beta=gB/2$,

$$b=\beta\cos\theta\approx\beta-\tfrac12\beta\theta^2,\qquad p^2\approx\beta^2\theta^2 .$$

Each line contains $b$ with coefficient one, so each gains $-\beta\theta^2/2$. In the terms already proportional to $p^2$, $b$ may be replaced by $\beta$. For the upper line,

$$\Delta\omega_+=\frac{\beta\theta^2}{2}\left[\frac{\beta-4D}{\beta+2D}-1\right]
=-\frac{3\beta D\theta^2}{\beta+2D}.$$

In the same way,

$$\begin{aligned}
\Delta\omega_0&=\frac{\beta\theta^2}{2}\left[\frac{\beta^2-16D^2}{\beta^2-4D^2}-1\right]
=-\frac{6\beta D^2\theta^2}{\beta^2-4D^2},\\
\Delta\omega_-&=\frac{\beta\theta^2}{2}\left[\frac{\beta+4D}{\beta-2D}-1\right]
=\frac{3\beta D\theta^2}{\beta-2D}.
\end{aligned}$$

All three vanish for $D=0$, since a free spin cannot sense the direction of the field. For $\beta\gg2D$ the outer lines shift by $\mp3D\theta^2$ and move towards each other.

For 5 degrees at 10 mT, $\theta^2=0.00762$, and the formulas give $-2.65$, $-0.89$ and $+4.42$ neV. Diagonalization gives $-2.65$, $-0.87$ and $+4.40$ neV. The upper two shifts have changed sign compared with the fixed-$b$ case, because the loss of axial field, $\beta\theta^2/2=4.41$ neV, outweighs the level repulsion.

## Where the expansion fails

Perturbation theory needs separated levels. The six level differences are $b+2D$, $b$, $b-2D$, $2b+2D$, $2b-2D$ and $3b$. For positive $D$ and $b$, crossings occur at $b=2D$ and $b=D$, with a further degeneracy at $b=0$. In the example $b=D$ at 1.253 mT and $b=2D$ at 2.505 mT.

**At $b=2D$** the levels $-1/2$ and $-3/2$ meet and are coupled directly by $\sqrt3p/2$. A two-level matrix with equal diagonal elements and this coupling has eigenvalues $\pm\sqrt3p/2$ about the common energy. The gap is $\sqrt3p$ to leading order. For a perpendicular field of 0.1 mT, $p=11.577$ neV and the gap is 20.05 neV.

**At $b=D$** the levels $1/2$ and $-3/2$ meet at $-D/2$. They are not coupled directly, but both couple to $-1/2$, which lies at $-3D/2$. Let $a_m$ be the amplitudes of a state with energy near $-D/2$. The row for $m=-1/2$ reads

$$(E+\tfrac32D)\,a_{-1/2}=p\left(a_{1/2}+\tfrac{\sqrt3}{2}a_{-3/2}\right)
\;\Rightarrow\;
a_{-1/2}\approx\frac pD\left(a_{1/2}+\tfrac{\sqrt3}{2}a_{-3/2}\right).$$

Inserting this in the rows for $1/2$ and $-3/2$ produces a coupling $\sqrt3p^2/(2D)$. It also raises the two levels by $p^2/D$ and $3p^2/(4D)$. The level $3/2$, which lies $3D$ above, lowers $1/2$ by $(3/4)p^2/(3D)=p^2/(4D)$. Both levels thus rise by $3p^2/(4D)$ and stay degenerate apart from the coupling. The gap is $\sqrt3p^2/D$, or 1.60 neV at 0.1 mT.

The formulas for the lines have no pole at $b=D$, so they give no warning there. Their use requires $p$ to be small against $b$ and $|b-2D|$, and near $b=D$ also $2|b-D|\gg\sqrt3p^2/D$. In the 10 mT example $p/b=0.10$ and $p/(b-2D)=0.13$.

## The weak-field case

When $b$ and $p$ are both much smaller than $D$, the pair $m=\pm1/2$ must be diagonalized first:

$$\begin{pmatrix}-D+b/2&p\\p&-D-b/2\end{pmatrix}
\quad\Rightarrow\quad
E=-D\pm\tfrac12\sqrt{b^2+4p^2}.$$

Each of the unmixed states $m=\pm1/2$ couples to one of the states $\pm3/2$, about $2D$ higher. Repulsion lowers both inner levels by $(3/4)p^2/(2D)=3p^2/(8D)$ and raises both outer levels by the same amount. No second-order path joins the two inner states through the outer ones, or the two outer states to each other. The four lines between the pairs are therefore

$$\omega=2D+\frac{3p^2}{4D}\pm\frac32b\pm\frac12\sqrt{b^2+4p^2},$$

with independent signs and an error of third order in the fields.

For $p\ll b\ll D$ the root is $b+2p^2/b$ to leading order. The signs $+,-$ then give $2D+b+3p^2/(4D)-p^2/b$, which agrees with $\omega_+$ for $b\ll D$.

For $b=0$ and 0.1 mT across the axis, the lines are $290+0.693\pm11.577$ neV, or 279.116 and 302.270 neV, each twice. Diagonalization splits each coincidence by about 0.03 neV. The cause is a three-step coupling between $3/2$ and $-3/2$:

$$p^3\,\frac{(\sqrt3/2)(1)(\sqrt3/2)}{(2D)^2}=\frac{3p^3}{16D^2}.$$

It splits the outer pair by twice this amount, $3p^3/(8D^2)=0.028$ neV.

## Weak extra lines

The perpendicular field also mixes the states, so a drive along $x$ can change $m$ by two. With the coefficients $c_k$ found above, the state $3/2$ contains $|1/2\rangle$ with amplitude $\sqrt3p/[2(b+2D)]$, and the state $-1/2$ contains $|1/2\rangle$ with amplitude $-p/b$. The first-order matrix element of $S_x$ between them is

$$\frac{\sqrt3p}{2}\left[\frac1{b+2D}-\frac1b\right]=-\frac{\sqrt3pD}{b(b+2D)}.$$

For the states $1/2$ and $-3/2$, both of which contain $|-1/2\rangle$, it is

$$\frac{\sqrt3p}{2}\left[\frac1b-\frac1{b-2D}\right]=-\frac{\sqrt3pD}{b(b-2D)}.$$

In the 10 mT example the magnitudes are 0.017 and 0.029, against $\sqrt3/2$ or 1 for the main lines. Line strengths go as the square, so the extra lines are weaker by a factor of roughly a thousand or more at equal drive and equal population difference.

## The model beside a real centre

The parameters are rough typical values for the V2 silicon vacancy in 4H-SiC, whose axis is the crystal $c$ axis and whose splitting $2D$ is about 70 MHz. Of the neglected effects tried here, nuclear spins, present in material of natural isotopic composition, move the lines most. One silicon-29 neighbour, with a rough coupling of 36 neV, displaces the lines by 17 to 19 neV, more than any of the perpendicular-field shifts. With a silicon-29 fraction of 0.047 and 12 neighbouring silicon sites, about 56 percent of centres have no such neighbour, and their lines are free of this displacement. Carbon-13 is also left out and has not been sized.

Other effects can be judged with trial coefficients, which are not measured values. A change of 0.001 in the axial $g$ moves a line by up to 0.58 neV, a quarter of $\delta\omega_+$. A drift of $D$ by 1 percent moves one by up to 2.9 neV, more than $\delta\omega_+$ itself. A transverse zero-field term $E(S_x^2-S_y^2)$ with $E=\pm5$ neV moves a line by up to 0.25 neV, whatever the direction of its axes relative to the perpendicular field. A trigonal Zeeman term $\tfrac12cB_\parallel(S_+^3-S_-^3)/4i$ with $c=0.01$ contributes about 0.01 to 0.03 neV, depending on the direction of the perpendicular field around the axis. It grows roughly as $c^2$ and reaches about 2 neV at $c=0.1$. The threefold axis also allows an axial term $\tfrac12c'B_\parallel S_z(S_z^2-\tfrac54)$, which acts in first order: $c'=0.01$ moves the three lines by about $+11$, $-5.5$ and $+11$ neV, comparable to the perpendicular-field shifts. To infer a perpendicular field from these shifts, one must therefore know $D$ and $b$ well enough, or fit $D$, $b$ and $p$ together from the three lines. This fit is delicate. In the example an error of 1 neV in the central line changes $p$ by about 25 neV. With three lines and three unknowns a missing term leaves no residual: $c'=0.001$ changes the fitted $p$ from 116 to 152 neV. Such a fit also needs the prior knowledge that $p$ is small against $b$, because other parameter sets with a large perpendicular field can give the same three energies. Reversing the sign of $D$ also leaves the set of three energies unchanged, with the same $b$ and $p$, so this sign must come from assigning the lines to their transitions. The energies contain $g$ and the field only as products, so turning $p$ into $B_\perp$ needs a separately known $g$.

At 300 K, $b/kT$ is $4.5\times10^{-5}$. Thermal population differences are thus very small. Optical pumping can make them larger, but not equally for all lines. If it fills $m=+1/2$ and $m=-1/2$ equally, the population difference of the central line in the 10 mT example is under 1 percent of that of the outer lines, so this line is weak. The populations affect the strength of the lines, but they do not enter the energies derived here. The numerical output below gives the remaining values.

## Calculated quantities

```
D = 145.0 neV, 2D = 290.0 neV, g = 2.00
2D/h = 70.12 MHz
B parallel = 10.0 mT, perp = 1.0 mT
b = 1157.68 neV, p = 115.77 neV
Unperturbed levels, then second-order shifts (neV):
  m = +1.5: 1881.51, +6.943
  m = +0.5: 433.84, +4.633
  m = -0.5: -723.84, +0.008
  m = -1.5: -1591.51, -11.585
Lines: zeroth, shift, second order, diagonalized (neV):
  3/2 <-> 1/2: 1447.68, +2.310, 1449.986, 1449.996
  1/2 <-> -1/2: 1157.68, +4.626, 1162.302, 1162.321
  -1/2 <-> -3/2: 867.68, +11.592, 879.269, 879.165
Main results, frequency and perpendicular shift (MHz):
  3/2 <-> 1/2: 350.61, +0.559
  1/2 <-> -1/2: 281.04, +1.118
  -1/2 <-> -3/2: 212.61, +2.803
Largest error of second order = 0.103 neV
Tilt 5.0 deg at fixed 10.0 mT: formula, diagonalized (neV)
  3/2 <-> 1/2: -2.649, -2.646
  1/2 <-> -1/2: -0.885, -0.874
  -1/2 <-> -3/2: +4.420, +4.396
Crossing fields: b=D at 1.253 mT, b=2D at 2.505 mT
For B perp = 0.1 mT, p = 11.577 neV:
  gap at b=D: 1.601 neV
  gap at b=2D: 20.052 neV
  b=0 lines, formula (neV): 279.116 279.116 302.270 302.270
  b=0 lines, diagonalized (neV): 279.117 279.144 302.243 302.270
Delta m = 2 amplitudes, formula: 0.0173 0.0289
Delta m = 2 amplitudes, diagonalized: 0.0172 0.0283
Neglected effects, largest line change (neV):
  transverse splitting E = 5.0 neV: 0.234
  axial g change 0.001: 0.579
  trigonal Zeeman coefficient 0.01: 0.0214
  D drift of 1 percent: 2.872
  hyperfine A = 36.0 neV: 16.89 to 18.66
Si-29 fraction 0.047, 12 sites: none present in 0.561 of centres
b/kT at 300 K = 4.48e-05
```
